**Drude resistivity from plasma energy and scattering time**

The program evaluates \(\rho=4\pi\hbar^2/(E_p^2\tau)\), where \(E_p\) is the unscreened plasma energy, \(\tau\) the momentum relaxation time and \(\rho\) the dc resistivity. For 10.8 eV and 25 fs it finds 1.678 microohm cm. It asserts that this agrees with a time integration of the drift equation, with a simulation of random collisions to within 1.5 percent (about five standard errors), and with the zero-frequency intercept of a numerically driven ac response. It also asserts that the oscillation of a displaced electron slab returns the plasma energy, and that using the screened energy multiplies the resistivity by the bound permittivity. For a 40 nm film with diffuse surfaces, the conductivity integral (0.688) is asserted to agree with simulated flights (0.689). The linear temperature law is compared only with the mean square displacement of a quantum oscillator, which is not a transport calculation. The output also shows that a rough optical plasma energy of 9 eV needs a scattering time of 36 fs to give the same resistivity.

## Numerical verification

```python
"""
Result under test: a Drude metal with plasma energy E_p = hbar*omega_p and
momentum relaxation time tau has dc resistivity (Gaussian units)
    rho = 4 pi hbar^2 / (E_p^2 tau),
which is about 1.68 microohm cm for E_p = 10.8 eV and tau = 25 fs.
Symbols: n carrier density, m free-electron mass, e elementary charge,
l mean free path, d film thickness, mu cosine of angle to the film normal.
The formula is evaluated in Gaussian units; the simulations work in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq

rng = np.random.default_rng(12345)
e, m, hbar = const.e, const.m_e, const.hbar
eps0, kB = const.epsilon_0, const.k
MICROOHM_CM = 1e-8                       # ohm m in one microohm cm

plasma_eV, tau_fs = 10.8, 25.0
tau = tau_fs * 1e-15

# Gaussian evaluation
hbar_cgs, m_cgs = hbar * 1e7, m * 1e3
e_cgs = e * const.c * 10.0               # statcoulomb
erg_per_eV = e * 1e7


def rho_gauss(energy_eV, time_s):
    """Drude resistivity in seconds."""
    return 4*np.pi*hbar_cgs**2 / ((energy_eV*erg_per_eV)**2 * time_s)


def rho_practical(energy_eV, time_s):
    """Drude resistivity in microohm cm."""
    return rho_gauss(energy_eV, time_s) / (4*np.pi*eps0) / MICROOHM_CM


omega_p = plasma_eV * e / hbar
n_cgs = m_cgs*(plasma_eV*erg_per_eV)**2 / (4*np.pi*hbar_cgs**2*e_cgs**2)
n = n_cgs * 1e6
rho = rho_practical(plasma_eV, tau)
assert abs(rho - 1.68) < 0.005

# Free oscillation of a displaced electron slab; time in fs
def slab(t, y):
    field_per_shift = n * e / eps0       # Gauss's law
    return [y[1], -e * field_per_shift / m * y[0] * 1e-30]


def crossing(t, y):
    return y[0]


slab_run = solve_ivp(slab, (0, 1.0), [1.0, 0.0], events=crossing,
                     rtol=1e-10, atol=1e-12)
zeros = slab_run.t_events[0]
period_fs = zeros[2] - zeros[0]
slab_energy = const.h / (period_fs * 1e-15) / e
assert abs(slab_energy / plasma_eV - 1) < 1e-6

# Drift equation integrated to its steady state
test_field = 100.0                       # V/m
drift_run = solve_ivp(lambda t, v: e*test_field/m - v/tau,
                      (0, 40*tau), [0.0], rtol=1e-10, atol=1e-12)
rho_drift = test_field / (n*e*drift_run.y[0, -1]) / MICROOHM_CM
assert abs(rho_drift / rho - 1) < 1e-6

# Random collisions: time since the last one, seen at a fixed instant
observe = 20.0                           # in units of tau
collision_times = np.cumsum(rng.exponential(size=(100000, 70)), axis=1)
assert collision_times[:, -1].min() > observe
last = np.where(collision_times < observe, collision_times, 0).max(axis=1)
mean_age = np.mean(observe - last)
del collision_times
rho_random = m / (n*e**2*mean_age*tau) / MICROOHM_CM
# statistical standard error is about 0.3 percent
assert abs(mean_age - 1) < 0.015
assert abs(rho_random / rho - 1) < 0.015

# AC response computed in time, then extrapolated to zero frequency
photon_eV = np.array([0.05, 0.10, 0.15, 0.20])
inverse_real_sigma = []
for photon in photon_eV:
    w = photon * e / hbar * tau
    period = 2*np.pi / w
    start = np.ceil(30/period) * period
    settle = solve_ivp(lambda s, u: np.cos(w*s) - u, (0, start), [0.0],
                       rtol=1e-10, atol=1e-12)
    cycle = solve_ivp(
        lambda s, y: [np.cos(w*s) - y[0], 2*y[0]*np.cos(w*s)/period],
        (start, start + period), [settle.y[0, -1], 0.0],
        rtol=1e-10, atol=1e-12)
    in_phase_velocity = cycle.y[1, -1] * e * tau / m   # per unit field
    inverse_real_sigma.append(1 / (n*e*in_phase_velocity))
inverse_real_sigma = np.array(inverse_real_sigma) / MICROOHM_CM
slope, intercept = np.polyfit(photon_eV**2, inverse_real_sigma, 1)
tau_fit_fs = hbar/e * np.sqrt(slope/intercept) * 1e15
line = slope*photon_eV**2 + intercept
assert np.max(np.abs(line/inverse_real_sigma - 1)) < 1e-5
assert abs(intercept / rho - 1) < 1e-4
assert abs(tau_fit_fs / tau_fs - 1) < 1e-4

# Bound electrons move the zero of the real permittivity
eps_bound = 4.0
damping_eV = hbar / tau / e


def real_permittivity(energy):
    drude = plasma_eV**2 / (energy*(energy + 1j*damping_eV))
    return (eps_bound - drude).real


screened_eV = brentq(real_permittivity, 1.0, 20.0)
rho_screened = rho_practical(screened_eV, tau)
assert abs(rho_screened / rho / eps_bound - 1) < 1e-3

# Sensitivity by finite differences and the rounding interval
step = 1e-4
energy_power = (np.log(rho_practical(plasma_eV*(1+step), tau))
                - np.log(rho_practical(plasma_eV*(1-step), tau))) / (2*step)
time_power = (np.log(rho_practical(plasma_eV, tau*(1+step)))
              - np.log(rho_practical(plasma_eV, tau*(1-step)))) / (2*step)
assert abs(energy_power + 2) < 1e-5 and abs(time_power + 1) < 1e-5
rho_low = rho_practical(plasma_eV + 0.05, tau + 0.5e-15)
rho_high = rho_practical(plasma_eV - 0.05, tau - 0.5e-15)

# Carrier count and optical mass for rough copper parameters
lattice_nm = 0.361
electrons_per_atom = n * (lattice_nm*1e-9)**3 / 4
assert abs(electrons_per_atom - 1) < 0.02
optical_eV = 9.0
mass_ratio = (plasma_eV / optical_eV)**2
rho_optical = rho_practical(optical_eV, tau)
tau_needed_fs = tau_fs * rho_optical / rho
assert abs(rho_practical(optical_eV, tau_needed_fs*1e-15)/rho - 1) < 1e-10

# Thin film with fully diffuse surfaces
k_fermi = (3*np.pi**2*n)**(1/3)
v_fermi = hbar*k_fermi/m
fermi_eV = m*v_fermi**2/2/e
path_nm = v_fermi*tau*1e9
film_nm = 40.0


def lost_part(mu):
    if mu == 0:
        return 0.0
    reach = path_nm*mu/film_nm
    return 1.5*(1 - mu**2)*reach*(1 - np.exp(-1/reach))


film_ratio = 1 - quad(lost_part, 0, 1)[0]
samples = 1000000
depth = rng.uniform(0, film_nm, samples)
mu = rng.uniform(-1, 1, samples)
phi = rng.uniform(0, 2*np.pi, samples)
surface_distance = np.where(mu > 0, depth, film_nm-depth)
surface_distance /= np.maximum(np.abs(mu), 1e-15)
flight = np.minimum(rng.exponential(path_nm, samples), surface_distance)
film_random = 3*np.mean((1-mu**2)*np.cos(phi)**2*flight)/path_nm
# statistical standard error is about 0.1 percent
assert abs(film_random - film_ratio) < 0.006
rho_film = rho / film_ratio

# Warm line: linear phonon estimate against a quantum oscillator
T_room, T_use, mode_meV = 293.0, 373.0, 20.0


def mean_square_displacement(temperature):
    """Boltzmann average, in units of hbar/(mass*frequency)."""
    level = np.arange(400)
    weight = np.exp(-level*mode_meV*1e-3*e/(kB*temperature))
    return np.sum((level + 0.5)*weight)/np.sum(weight)


quantum_ratio = (mean_square_displacement(T_use)
                 / mean_square_displacement(T_room))
linear_ratio = T_use/T_room
# zero-point motion makes the linear law approximate at this mode energy
assert abs(quantum_ratio/linear_ratio - 1) < 0.03
rho_warm = rho*linear_ratio

# Degeneracy, signal frequency and field strength
thermal_ratio = kB*T_room/e/fermi_eV
signal_GHz = 10.0
signal_phase = 2*np.pi*signal_GHz*1e9*tau
current_MA_cm2 = 1.0
drift_speed = current_MA_cm2*1e10/(n*e)
line_field = rho*1e-6*current_MA_cm2*1e6
assert thermal_ratio < 0.01 and signal_phase < 0.01
assert drift_speed/v_fermi < 1e-5

print(f"Plasma energy, input: {plasma_eV:.1f} eV")
print(f"Scattering time, input: {tau_fs:.1f} fs")
print(f"Plasma angular frequency: {omega_p:.4e} rad/s")
print(f"Carrier density with free mass: {n_cgs:.3e} cm^-3")
print(f"Gaussian resistivity: {rho_gauss(plasma_eV, tau):.4e} s")
print(f"DC conductivity: {1/(rho*MICROOHM_CM):.4e} S/m")
print(f"DC resistivity from formula: {rho:.4f} microohm cm")
print(f"Slab oscillation period: {period_fs:.4f} fs")
print(f"Slab oscillation energy: {slab_energy:.4f} eV")
print(f"Resistivity from drift equation: {rho_drift:.4f} microohm cm")
print(f"Mean time since last collision / tau: {mean_age:.4f}")
print(f"Resistivity from collisions: {rho_random:.3f} microohm cm")
for photon, value in zip(photon_eV, inverse_real_sigma):
    print(f"1/Re sigma at {photon:.2f} eV: {value:.3f} microohm cm")
print(f"Intercept at zero frequency: {intercept:.4f} microohm cm")
print(f"Slope against photon energy^2: {slope:.2f} microohm cm/eV^2")
print(f"Scattering time from line: {tau_fit_fs:.3f} fs")
print(f"Damping energy hbar/tau: {damping_eV*1e3:.2f} meV")
print(f"Bound permittivity, model input: {eps_bound:.1f}")
print(f"Screened zero of Re epsilon: {screened_eV:.3f} eV")
print(f"Wrong rho from screened energy: {rho_screened:.3f} microohm cm")
print(f"Power of plasma energy in rho: {energy_power:.3f}")
print(f"Power of scattering time in rho: {time_power:.3f}")
print(f"Rounding interval, low end: {rho_low:.3f} microohm cm")
print(f"Rounding interval, high end: {rho_high:.3f} microohm cm")
print(f"Lattice constant, rough input: {lattice_nm:.3f} nm")
print(f"Conduction electrons per atom: {electrons_per_atom:.3f}")
print(f"Optical plasma energy, rough input: {optical_eV:.1f} eV")
print(f"Optical mass / free mass: {mass_ratio:.2f}")
print(f"Rho at optical energy, same tau: {rho_optical:.2f} microohm cm")
print(f"Tau restoring the original rho: {tau_needed_fs:.1f} fs")
print(f"Fermi speed: {v_fermi:.3e} m/s")
print(f"Fermi energy: {fermi_eV:.2f} eV")
print(f"Mean free path: {path_nm:.1f} nm")
print(f"Film thickness, input: {film_nm:.1f} nm")
print(f"Film/bulk conductivity, integral: {film_ratio:.4f}")
print(f"Film/bulk conductivity, flights: {film_random:.4f}")
print(f"Film resistivity, diffuse surfaces: {rho_film:.2f} microohm cm")
print(f"Reference temperature, input: {T_room:.0f} K")
print(f"Temperature of use, input: {T_use:.0f} K")
print(f"Phonon mode energy, rough input: {mode_meV:.0f} meV")
print(f"Scattering-rate ratio, linear law: {linear_ratio:.3f}")
print(f"Displacement ratio, oscillator: {quantum_ratio:.3f}")
print(f"Warm bulk resistivity, linear law: {rho_warm:.2f} microohm cm")
print(f"Thermal energy / Fermi energy: {thermal_ratio:.5f}")
print(f"Signal frequency, input: {signal_GHz:.0f} GHz")
print(f"Omega*tau of the signal: {signal_phase:.2e}")
print(f"Current density, input: {current_MA_cm2:.1f} MA/cm^2")
print(f"Drift speed: {drift_speed:.3f} m/s")
print(f"Electric field in the line: {line_field:.3f} V/cm")
print("success")
```

It prints:

```
Plasma energy, input: 10.8 eV
Scattering time, input: 25.0 fs
Plasma angular frequency: 1.6408e+16 rad/s
Carrier density with free mass: 8.459e+22 cm^-3
Gaussian resistivity: 1.8670e-18 s
DC conductivity: 5.9594e+07 S/m
DC resistivity from formula: 1.6780 microohm cm
Slab oscillation period: 0.3829 fs
Slab oscillation energy: 10.8000 eV
Resistivity from drift equation: 1.6780 microohm cm
Mean time since last collision / tau: 1.0045
Resistivity from collisions: 1.671 microohm cm
1/Re sigma at 0.05 eV: 7.730 microohm cm
1/Re sigma at 0.10 eV: 25.885 microohm cm
1/Re sigma at 0.15 eV: 56.144 microohm cm
1/Re sigma at 0.20 eV: 98.507 microohm cm
Intercept at zero frequency: 1.6780 microohm cm
Slope against photon energy^2: 2420.72 microohm cm/eV^2
Scattering time from line: 25.000 fs
Damping energy hbar/tau: 26.33 meV
Bound permittivity, model input: 4.0
Screened zero of Re epsilon: 5.400 eV
Wrong rho from screened energy: 6.712 microohm cm
Power of plasma energy in rho: -2.000
Power of scattering time in rho: -1.000
Rounding interval, low end: 1.630 microohm cm
Rounding interval, high end: 1.728 microohm cm
Lattice constant, rough input: 0.361 nm
Conduction electrons per atom: 0.995
Optical plasma energy, rough input: 9.0 eV
Optical mass / free mass: 1.44
Rho at optical energy, same tau: 2.42 microohm cm
Tau restoring the original rho: 36.0 fs
Fermi speed: 1.572e+06 m/s
Fermi energy: 7.03 eV
Mean free path: 39.3 nm
Film thickness, input: 40.0 nm
Film/bulk conductivity, integral: 0.6877
Film/bulk conductivity, flights: 0.6887
Film resistivity, diffuse surfaces: 2.44 microohm cm
Reference temperature, input: 293 K
Temperature of use, input: 373 K
Phonon mode energy, rough input: 20 meV
Scattering-rate ratio, linear law: 1.273
Displacement ratio, oscillator: 1.249
Warm bulk resistivity, linear law: 2.14 microohm cm
Thermal energy / Fermi energy: 0.00359
Signal frequency, input: 10 GHz
Omega*tau of the signal: 1.57e-03
Current density, input: 1.0 MA/cm^2
Drift speed: 0.738 m/s
Electric field in the line: 1.678 V/cm
success
```
